# Edge Loss from First-Order Walk-Off in EUV Talbot Lithography

Suppose a field of lines 100 µm wide is wanted, and a grating mask of pitch 100 nm is made 100 µm wide to print it. The mask is placed 50 µm above the resist and lit with 13.5 nm light. The middle of the field receives the expected image, but a strip several micrometres wide along each side does not. The light that should complete the image there would have had to come from beyond the edge of the mask. A mask sized without allowing for this strip gives a field that is too narrow.

## The estimate

A grating of pitch \(p\) sends its first diffraction orders out at angles of about \(\lambda/p\) to the normal. Over a gap \(z\) they move sideways by about

\[
s\approx \frac{z\lambda}{p}=50\ \text{µm}\times\frac{13.5\ \text{nm}}{100\ \text{nm}}=6.75\ \text{µm}.
\]

One first order moves left and the other moves right. Near the right edge of the field the left-going order is missing, and near the left edge the right-going one is missing. The image needs both, so about 6.8 µm is lost on each side. The mask width does not enter.

This estimate leaves open how good the small-angle formula is, what remains in the lost strip, and how sharp its boundary is.

## Where each order lands

Let the lines run along \(y\), and let the mask occupy \(|x|<W/2\) in the plane \(z=0\). A monochromatic plane wave arrives at normal incidence. The mask is taken as thin with opaque bars, the gap is vacuum, and the field is treated as a scalar.

With \(K=2\pi/p\), the field just behind the mask is

\[
u(x,0)=w(x)\sum_m a_m e^{imKx},
\]

where \(w=1\) on the mask and zero elsewhere. Write the window as a Fourier integral, \(w(x)=\int \hat w(q)\,e^{iqx}\,dq/2\pi\). Order \(m\) then contains the transverse wavenumbers \(k_x=mK+q\), with \(q\) concentrated near zero because the window is wide. Crossing the gap multiplies each component by \(e^{ik_z z}\), where \(k_z=\sqrt{k^2-k_x^2}\) and \(k=2\pi/\lambda\).

The direction of order \(m\) follows from \(k\sin\theta_m=mK\):

\[
\sin\theta_m=\frac{m\lambda}{p}.
\]

To see where the order goes, expand \(k_z\) about \(k_x=mK\). The derivatives are

\[
\frac{dk_z}{dk_x}=-\frac{k_x}{k_z}=-\tan\theta_m,
\]

\[
\frac{d^2k_z}{dk_x^2}=-\frac{1}{k_z}-\frac{k_x^2}{k_z^3}=-\frac{k^2}{k_z^3}=-\frac{1}{k\cos^3\theta_m}.
\]

Keep the linear term first. The phase of each component is then

\[
mKx+k\cos\theta_m\,z+q\,(x-z\tan\theta_m),
\]

and the integral over \(q\) rebuilds the window, displaced but unchanged in shape:

\[
u_m(x,z)=a_m\,e^{i(mKx+k\cos\theta_m z)}\,w(x-s_m),
\]

\[
s_m=z\tan\theta_m=\frac{zm\lambda}{\sqrt{p^2-m^2\lambda^2}}.
\]

The zeroth order covers \(|x|<W/2\), and the first orders cover the same interval moved by \(\pm s_1\). All three overlap where

\[
|x|<\frac W2-s_1 .
\]

The usable width is therefore \(W-2s_1\). If \(W\le 2s_1\), there is no three-beam region.

For small \(\lambda/p\), expanding the square root gives \(s_1\approx(z\lambda/p)\,[1+\lambda^2/(2p^2)]\). The correction is \(0.135^2/2\), or 0.9% of the simple estimate. In the opposite limit, \(p\to\lambda\), the first order leaves at grazing angle and \(s_1\) diverges. For \(p<\lambda\) it does not propagate but decays with distance. Unless \(p\) is very close to \(\lambda\), no grating image then survives a gap of many wavelengths.

The displacement is perpendicular to the lines. At the line ends the first orders have no walk-off, and only edge diffraction remains.

## What remains in the strip

Put \(x=0\) at the centre of a slit, so that \(a_1=a_{-1}\) is real. Where the three beams overlap, taking out the common factor \(e^{ikz}\) leaves

\[
u=a_0+2a_1e^{-i\varphi}\cos Kx .
\]

The phase by which the first orders lag is

\[
\varphi=kz(1-\cos\theta_1)=\frac{2\pi z}{z_T},\qquad
z_T=\frac{\lambda}{1-\cos\theta_1}.
\]

Squaring the modulus gives

\[
I_{\text{in}}=a_0^2+4a_0a_1\cos\varphi\cos Kx+4a_1^2\cos^2Kx .
\]

This three-beam pattern repeats whenever \(z\) increases by the Talbot distance \(z_T\).

In the right-hand strip, \(W/2-s_1<x<W/2\), the order \(m=-1\) is absent. What remains is \(u=a_0+a_1e^{i(Kx-\varphi)}\), so

\[
I_{\text{strip}}=a_0^2+a_1^2+2a_0a_1\cos(Kx-\varphi).
\]

The strip is therefore not dark. It still carries fringes of period \(p\), with half the amplitude that the same component has inside at a self-image plane. Inside, this component fades and returns as \(\cos\varphi\) when the gap changes. In the strip it keeps its strength and slides outward by one period per Talbot distance. What is lost is the three-beam image, not all exposure.

Higher orders add other terms to the intensity, but they do not alter its period-\(p\) component for equal lines and spaces. There \(a_m=\sin(m\pi/2)/(m\pi)\) for \(m\neq0\), so the nonzero even orders vanish. A period-\(p\) component of intensity requires two orders whose numbers differ by one, and the only such pairs are \((0,\pm1)\). Beyond the mask edge, where the zeroth order is absent, this component disappears.

## How sharp the boundary is

The quadratic term in \(k_z\) blurs each displaced edge. Set \(\beta=z/(k\cos^3\theta_1)\). The factor \(e^{-i\beta q^2/2}\) is equivalent to convolving the window with

\[
h(\xi)=\frac{1}{\sqrt{2\pi i\beta}}\,e^{i\xi^2/(2\beta)},\qquad \int_{-\infty}^{\infty}h\,d\xi=1 .
\]

At depth \(d\) inside one edge, with the other edge far away, the relative amplitude is \(A(d)=\int_{-\infty}^{d}h\,d\xi\). Since \(h\) is even, \(A(0)=1/2\). The half-amplitude point therefore marks the geometric edge.

Deeper inside, the error is \(1-A=\int_d^\infty h\,d\xi\). Integrating by parts once and keeping the leading term gives

\[
|1-A|\approx\frac{1}{\sqrt{2\pi\beta}}\frac{\beta}{d}
=\frac{1}{d}\sqrt{\frac{\beta}{2\pi}}
=\frac{\ell}{\sqrt2\,\pi d},
\qquad
\ell=\sqrt{\frac{\lambda z}{2\cos^3\theta_1}} .
\]

The last form uses \(\beta=\lambda z/(2\pi\cos^3\theta_1)\). The error falls only as \(1/d\), so the margin depends on the tolerance chosen.

## Comparison for a 100 µm mask

For \(\lambda=13.5\) nm and \(p=100\) nm, \(\sin\theta_1=0.135\) and \(\tan\theta_1=0.13625\). Hence

\[
s_1=50\ \text{µm}\times0.13625=6.81\ \text{µm}.
\]

The two strips take 13.6 µm, or 13.6% of the mask width, and leave 86.4 µm. A three-beam field 100 µm wide needs a mask 113.6 µm wide, before any margin for edge ripple.

These edges can also be found without the expansion in \(q\). A binary mask of 1000 periods was sampled at 16 points per period and Fourier transformed. Each component was multiplied by its full factor \(e^{ik_zz}\). The orders were then separated by bands of width \(K\) in \(k_x\), and each edge was read at half amplitude.

| Order | Strip from \(z\tan\theta_m\) | Strip from propagated field |
|---|---:|---:|
| 1 | 6.81 µm | 6.79 µm |
| 2 | 14.02 µm | 14.00 µm |
| 3 | 22.15 µm | 22.15 µm |

The second order came from a mask with slits three eighths of a period wide, since equal lines and spaces do not produce it. The differences are about a fifth of a pitch or less. The table also shows a limit of the 6.8 µm figure: a feature that needs both third orders loses 22 µm per side.

The Talbot distance is 1.475 µm, so a 50 µm gap is 33.905 Talbot distances. There \(\cos\varphi=0.828\), and the period-\(p\) modulation is 17% below its self-image value. The nearest self-image gap for the three beams is 50.14 µm, where the strip is 6.83 µm. The third orders are about a quarter of a cycle out of step there, so the full profile of the binary mask is not restored. Moving from that plane by \(z_T/4=0.37\) µm removes the period-\(p\) modulation inside.

The propagated intensity shows the same behaviour. Its period-\(p\) component was averaged over the central 60 µm and over the strip, leaving out 1.5 µm at each end of the strip. The inside-to-strip ratio was 1.657 at 50 µm, 1.999 at the self-image gap and 0.000 a quarter Talbot distance before it. The expected values of \(2|\cos\varphi|\) are 1.656, 2 and 0.

For edge ripple, \(\ell=0.589\) µm. Allowing a 10% amplitude error in the missing-side first order gives

\[
d=\frac{0.589\ \text{µm}}{\sqrt2\,\pi\times0.10}=1.33\ \text{µm}.
\]

The propagated field gives 1.12 µm for this mask, which ends at the centre of a bar. The figure moves by up to 0.04 µm with the width and shape of the band used to separate the order. The formula cuts off the order alone and ignores how the slit pattern ends. A mask cut at the centre of a slit would need about 2 µm. With the propagated margin, the excluded strip becomes \(6.81+1.12=7.93\) µm. At a self-image plane, a 10% error in one of the two first orders changes the period-\(p\) modulation by at most 5%. Ripple from the other edges comes on top of this.

## Coherence and the real exposure

The walk-off also sets the spatial coherence needed. Tilt the incident wave by a small angle \(\gamma\), which adds \(k\gamma\) to every \(k_x\). Since \(dk_z/dk_x\) is zero for the zeroth order and \(\mp\tan\theta_1\) for the first orders, both period-\(p\) fringe terms change phase by \(-k\gamma s_1\). Averaging over a uniform source of full angle \(\alpha\) multiplies the period-\(p\) modulation by

\[
\frac{\sin(\pi\alpha s_1/\lambda)}{\pi\alpha s_1/\lambda}.
\]

The zeroth and first orders that meet at a point left the mask a distance \(s_1\) apart, and the two first orders left it \(2s_1\) apart. The full three-beam image therefore needs light that is coherent over more than \(2s_1\). For \(\alpha=0.5\) mrad at the self-image gap, averaging the full phases gives a factor of 0.898 for the period-\(p\) term and 0.629 for the period-\(p/2\) term of the three-beam pattern. The higher orders of the binary mask also contribute at period \(p/2\). At the centre of the field, where orders up to the fifth overlap, they lower the second factor to 0.574.

Bandwidth acts through \(\varphi\). For small angles \(\varphi\approx\pi\lambda z/p^2\), so a flat band \(\Delta\lambda\) centred on a self-image condition multiplies the period-\(p\) modulation by \(\sin(\pi b)/(\pi b)\), with \(b=z\Delta\lambda/(2p^2)\). A 1% band gives 0.817 when the full phases are averaged. The factor first reaches zero at \(\Delta\lambda=2p^2/z\approx0.40\) nm, about 3% of the wavelength (0.39 nm with the full phases). The three-beam pattern then keeps its \(\cos^2Kx\) term, of period \(p/2\). That term needs both first orders, so it is lost over the same strip.

The example is in the regime of EUV exposure through a transmission grating, but its inputs are round values, not those of a particular tool. Real masks have thickness, and their bars may leak. Leakage changes the strengths and phases of the orders, not their angles. An absorber 80 nm thick casts a geometric shadow of 11 nm at the first-order angle. A 1% band spreads the strip edge by 69 nm. If the electric field lies across the lines, the interference between zeroth and first orders is multiplied by 0.991. Of the effects sized here, edge ripple moves the three-beam boundary most, by 1 to 2 µm for the stated tolerance, depending on where the slit pattern is cut. The figure of 6.8 µm is thus the geometric loss for the three-beam image, and the margin beyond it must be set by the exposure error that the resist process can accept.

All numerical values are calculated from the stated model.
